# Band-by-band conjugate gradients for a fixed plane-wave Hamiltonian: theory and settings, part 2

For a fixed Hermitian Hamiltonian $H$ in plane waves $k+G$, band $m$ minimises $E=\langle\psi|H|\psi\rangle$ over normalised $\psi$ orthogonal to the computed orthonormal bands $u_1,\dots,u_{m-1}$, by conjugate gradients (CG). The algebra is in atomic units. The exact eigenpairs are $\varepsilon_1\le\varepsilon_2\le\dots$ and $v_j$; $Q=1-\sum_{j<m}|u_j\rangle\langle u_j|$ and $\mathcal R(\chi)=\langle\chi|H|\chi\rangle/\langle\chi|\chi\rangle$.

One step from $\psi_n$ is

1. $\lambda_n=\langle\psi_n|H|\psi_n\rangle$ and $\zeta_n=Q(\lambda_n-H)\psi_n$; stop if $\|\zeta_n\|<$ `tol`.
2. $\eta_n=P_nK\zeta_n$ with $P_n=Q-|\psi_n\rangle\langle\psi_n|$, and $g_n=\langle\eta_n|\zeta_n\rangle$.
3. $\phi_n=(1-|\psi_n\rangle\langle\psi_n|)(\eta_n+\gamma_n\phi_{n-1})$ with real $\gamma_n$, $\gamma_0=0$; $N_n=\|\phi_n\|$ and $\hat\phi_n=\phi_n/N_n$.
4. $\psi_{n+1}=\psi_n\cos\theta+\hat\phi_n\sin\theta$, where

$$\theta=\tfrac12\,\mathrm{atan2}(-2c,\;b-a),\qquad \lambda_{n+1}=\frac{a+b}{2}-R,\qquad R=\sqrt{\tfrac14(b-a)^2+c^2},$$

with $a=\lambda_n$, $b=\langle\hat\phi_n|H|\hat\phi_n\rangle$, $c=\mathrm{Re}\,z$ and $z=\langle\hat\phi_n|H|\psi_n\rangle$.

The $Q$ in $\zeta_n$ is the first projection, the $Q$ in $P_n$ the second. The preconditioner $K$ (`precond`) is positive, diagonal in $G$ and depends on $T_G=\tfrac12|k+G|^2$ over the kinetic energy of $\psi_n$.

With both projections, $\langle\phi|H|\psi_n\rangle=-\langle\phi|\zeta_n\rangle$ for $\phi$ in the range of $P_n$, $z=-g_n/N_n$, $0<\theta<\pi/2$, and each step lowers $E$. For a general pair, the principal arctangent in $\tan2\theta=2c/(a-b)$ gives the maximum if $b<a$, and the lower $2\times2$ eigenvalue lies below the line minimum if $\mathrm{Im}\,z\neq0$.

For directions $d_1,d_2$ orthogonal to $\psi$, the mixed derivative is

$$\partial_x\partial_y\mathcal R=2\,\mathrm{Re}\langle d_1|H-\lambda|d_2\rangle .$$

At $v_m$ this Hessian has eigenvalues $2(\varepsilon_l-\varepsilon_m)$, $l>m$. Saddles at higher eigenvectors also meet the stopping rule.

The setting `rule` chooses $\gamma$. With $C=\cos\theta$, $S=\sin\theta$, $t=-S\psi_n+C\hat\phi_n$, $\eta\equiv\eta_{n+1}$ and $\Delta=\lambda_n-\lambda_{n+1}$,

$$\gamma^{\rm exact}=\frac{C\,g_{n+1}-\mathrm{Re}\langle\eta|\zeta_n\rangle-\Delta S\,\mathrm{Re}\langle\eta|t\rangle}{g_n},$$

which makes the new direction conjugate to $t$. Polak–Ribière has $\gamma^{\rm PR}=(g_{n+1}-\mathrm{Re}\langle\eta|\zeta_n\rangle)/g_n$, and `PR` uses $\max(\gamma^{\rm PR},0)$; Fletcher–Reeves (`FR`) has $\gamma^{\rm FR}=g_{n+1}/g_n$. At distance $s$ from a nondegenerate $v_m$, $\gamma^{\rm PR}-\gamma^{\rm exact}$ is $O(s^2)$. For fixed $K\neq1$ and the first step from $v_m+sw$, $\gamma^{\rm FR}-\gamma^{\rm exact}=As+Bs^2+\dots$, where the linear term dominates only for $s\ll|A/B|$.

## Inexact lower bands

Let the lower bands span the vectors $v_j+\delta\,w_j$ with unit $w_j$ orthogonal to $v_1,\dots,v_{m-1}$. Admixtures among the lower $v_j$ can be removed by recombination, since $Q$ depends on the span alone. Assume $\varepsilon_m<\varepsilon_{m+1}$. Write $\psi=\sum_{j<m}\alpha_jv_j+v_m+\sum_{l>m}\beta_lv_l$, unnormalised. The constraint $\langle v_j+\delta w_j|\psi\rangle=0$ gives $\alpha_j=-\delta\langle w_j|v_m\rangle-\delta\sum_l\beta_l\langle w_j|v_l\rangle$, and

$$\mathcal R-\varepsilon_m=\frac{-\sum_j|\alpha_j|^2(\varepsilon_m-\varepsilon_j)+\sum_l|\beta_l|^2(\varepsilon_l-\varepsilon_m)}{\|\psi\|^2}.$$

The term linear in $\beta$ has a coefficient $O(\delta^2)$ and competes with a positive quadratic term, so the minimum has $\beta=O(\delta^2)$ and gains only $O(\delta^4)$. To leading order

$$\lambda-\varepsilon_m\approx-\delta^2\sum_{j<m}|\langle w_j|v_m\rangle|^2(\varepsilon_m-\varepsilon_j).$$

The full residual is $(H-\lambda)\psi=\sum_j\alpha_j(\varepsilon_j-\varepsilon_m)v_j+O(\delta^2)$, of norm $\delta\,[\sum_j|\langle w_j|v_m\rangle|^2(\varepsilon_m-\varepsilon_j)^2]^{1/2}$, although $\zeta=0$. Because $\beta$ carries the gap $\varepsilon_{m+1}-\varepsilon_m$ in its denominator, these forms need $\delta^2(\varepsilon_m-\varepsilon_1)$ small against that gap.

## Worked example

The model is a simple cubic cell with $a_0=5$ Å and two Gaussian wells $V_0e^{-|r-\tau|^2/2\sigma^2}$ of depths $-20$ and $-12$ eV and width $\sigma=0.8$ Å, at the origin and at $(0.30,0.40,0.45)a_0$. With $k=(0.1,0.2,0.3)\,2\pi/a_0$ and a cutoff of 150 eV there are 521 plane waves. The solver applies $H$ on a $20^3$ FFT grid; the reference is dense diagonalisation in the same basis. The digits measure the solver against that matrix, and convergence in the cutoff is not claimed. The numerical check asserts, at each step of the four bands, the identity $z=-g/N$, the range of $\theta$, the descent and the orthogonality.

The first step of band 2 from a random start has $a=10.5212$, $b=17.3838$ eV, $g=57.7486$ eV$^2$ and $N=5.49575$ eV. Then $c=-57.7486/5.49575=-10.5079$ eV and $(b-a)/2=3.4313$ eV, so $R=\sqrt{3.4313^2+10.5079^2}=11.0539$ eV. The angle is $\theta=\tfrac12\mathrm{atan2}(21.0157,\,6.8626)=0.6276$ rad. The new energy is $13.9525-11.0539=2.8986$ eV, a drop of $7.6226$ eV.

| band | CG and dense (eV) | hartree | steps |
|---|---|---|---|
| 1 | −3.28117 | −0.120581 | 19 |
| 2 | −0.39077 | −0.014361 | 15 |
| 3 | 2.22937 | 0.081928 | 17 |
| 4 | 3.52254 | 0.129451 | 27 |

The runs stop at $\|\zeta\|<2.72\times10^{-7}$ eV, and CG and dense values agree in all printed digits.

A pair of vectors not produced by CG shows both limits of the angle formula. For $a=52.6555$, $b=11.0234$ eV and $z=0.4002-0.6233i$ eV, the line minimum is $11.0196$ eV, the principal arctangent gives the maximum $52.6594$ eV, and the $2\times2$ eigenvalue is $11.0103$ eV.

In the history of band 2, $\gamma^{\rm PR}$ and $\gamma^{\rm exact}$ differ while the preceding angle is large ($0.8034$ against $0.4851$ at $n=2$, after $\theta=0.673$ rad) and agree to $0.0001$ at $n=6$. In a separate run from the same start, with the exact $v_1$ as lower band and $K$ fixed at its value for $v_2$, the finite-difference mixed derivative after the first step between $t$ and the normalised new direction is $-1.93$ eV for $\eta$ alone and of magnitude $1.3\times10^{-7}$ eV with $\gamma^{\rm exact}$. With the same fixed $K$, halving $s$ from $10^{-3}$ takes $\gamma^{\rm PR}-\gamma^{\rm exact}$ from $-1.301\times10^{-7}$ to $-3.253\times10^{-8}$, order 2.00. Over the same interval the Fletcher–Reeves deviation goes from $-1.154\times10^{-6}$ to $-7.61\times10^{-7}$, which is not a halving: here $A=-1.89\times10^{-3}$, $B=0.736$ and $|A/B|=2.6\times10^{-3}$, close to $s$. Between $s=2\times10^{-5}$ and $10^{-5}$ the order is 0.994, and the part odd in $s$, $\tfrac12[f(s)-f(-s)]$ with $f=\gamma^{\rm FR}-\gamma^{\rm exact}$, which is free of $B$, has order 1.000 between $s=10^{-3}$ and $5\times10^{-4}$. The values of $A$ and $B$ are the odd part divided by $s$ and the even part divided by $s^2$ at $s=5\times10^{-4}$.

For band 3 on perturbed lower bands, $|\langle w_j|v_3\rangle|^2=0.29698,\ 0.22835$ and $\varepsilon_3-\varepsilon_j=5.51054,\ 2.62014$ eV. The sum is $1.6365+0.5983=2.2348$ eV, so $\delta=10^{-2}$ predicts a shift of $-2.2348\times10^{-4}$ eV, the value found. The residual is predicted as $10^{-2}\sqrt{9.018+1.568}=3.254\times10^{-2}$ eV, also as found.

## Settings

**Projections.** The second projection keeps $\psi$ orthogonal to the lower bands. The first removes nothing for exact lower bands; for inexact ones it removes the residual of order $\delta$ derived above, which would otherwise stay in $\|\zeta\|$ at the constrained minimum. It also secures $g_n>0$: without it $P_n\zeta_n\ne\zeta_n$ and $g_n=\langle\zeta_n|K|Q\zeta_n\rangle$, which need not be positive and can vanish while $Q\zeta_n$ is still of order $\delta$, so the iteration can stall above the constrained minimum. The run below uses the exact $v_1$. With the second projection kept, $\psi$ stays orthogonal to $v_1$ and dropping the first would change nothing, so for exact $v_1$ the second projection alone suffices. With the second dropped, $\psi$ acquires a component on $v_1$. If the first is then still kept, $Q\phi=\phi$ fails, $\langle\phi|H|\psi\rangle=-\langle\phi|\zeta\rangle$ no longer holds, and the iteration can stall between $\varepsilon_1$ and $\varepsilon_2$; with both dropped it is an unconstrained minimisation. For band 2 the normalised overlap of $K\zeta$ with $v_1$ at the start is $0.026$, although $\zeta$ is orthogonal to $v_1$. With both projections on $v_1$ switched off, the run ends at $-3.28117$ eV, which is $\varepsilon_1$.

**`precond`** should be on. For band 1 the ratio of the largest to the smallest Hessian eigenvalue is $(147.261+3.281)/(-0.391+3.281)=52.1$, and its numerator grows with the cutoff. With $K$, for $\psi\approx v_1+\sum_{l>1}\beta_lv_l$ one has $\zeta\approx-D\beta$ and $\eta\approx-\tilde KD\beta$ in the basis $v_l$, so the relevant eigenvalues are those of $\tilde KD$, which is similar to $D^{1/2}\tilde KD^{1/2}$, where $D=\mathrm{diag}(\varepsilon_l-\varepsilon_1)$ and $\tilde K$ is $K$ in the basis $v_l$, $l>1$; for $K$ evaluated at $v_1$ the ratio of the largest to the smallest is 3.25. To reach $2.72\times10^{-5}$ eV, steepest descent ($\gamma=0$) took 336 steps without $K$ and 22 with it, and `PR` took 68 and 15. These counts are observations for this model and start.

**`rule`** defaults to `PR`. Its unclipped value $\gamma^{\rm PR}$ approaches $\gamma^{\rm exact}$ at second order, a bound that does not cover steps reset to $\gamma=0$, and it allows $K$ to be updated. For band 2 on the exact $v_1$, with updated $K$ and the same threshold $2.72\times10^{-5}$ eV, the counts were 12 for `PR`, 11 for `exact` and 25 for `FR`. That `FR` lost through the changing $K$ and its missing cross term is a conjecture; the runs do not separate the causes.

**`tol`** follows from the gap $\Gamma=\varepsilon_{m+1}-\varepsilon_m$. For exact lower bands and small $\beta_l$, $\lambda-\varepsilon_m\approx\sum|\beta_l|^2(\varepsilon_l-\varepsilon_m)$ and $\|\zeta\|^2\approx\sum|\beta_l|^2(\varepsilon_l-\varepsilon_m)^2$. Each factor $\varepsilon_l-\varepsilon_m$ is at least $\Gamma$, so at leading order

$$\lambda-\varepsilon_m\le\|\zeta\|^2/\Gamma,\qquad\|\beta\|\le\|\zeta\|/\Gamma .$$

A target error $\epsilon_E$ in the eigenvalue is met by `tol` $=\sqrt{\Gamma\epsilon_E}$, a target error $\epsilon_\psi$ in the vector by `tol` $=\Gamma\epsilon_\psi$. At $n=8$ of band 2 the bound is $(3.685\times10^{-3})^2/2.62=5.2\times10^{-6}$ eV, and the actual error is $5.2\times10^{-7}$ eV.

One tolerance can serve all bands whose levels are separated. The component of $\zeta_j$ along $v_m$ is, at leading order, the admixture $\delta\langle v_m|w_j\rangle$ times $\varepsilon_j-\varepsilon_m$, so $\delta|\langle w_j|v_m\rangle|\le$ `tol`$/(\varepsilon_m-\varepsilon_j)$. The inherited downward shift is then at most `tol`$^2\sum_j1/(\varepsilon_m-\varepsilon_j)$, and the inherited residual at most `tol`$\sqrt{m-1}$. Only $\zeta$ is monitored, so tightening `tol` for band $m$ alone does not remove either.

**Close levels.** The smallest Hessian eigenvalue is $2\Gamma$. Band 4 has $\Gamma=3.7997-3.5225=0.277$ eV and needed the most steps; that the gap is the cause is a conjecture consistent with this curvature. For $\Gamma=0$ the minimum is still $\varepsilon_m$, any normalised vector of the level that is orthogonal to the computed lower bands attains it, and the bounds hold with the gap to the next distinct level and the distance from the whole level.

**Start vector.** Use a random vector damped at large $T_G$. A symmetry operation that leaves $k$ and the potential invariant commutes with $H$ and with $K$, which depends on $|k+G|$ only, and with $Q$ if the span of the lower bands is invariant. A start confined to one symmetry class then stays there in exact arithmetic, and if $v_m$ belongs to another class the iteration cannot reach it and stops at a saddle.

## Table of computed values

```
a = 5.0 A, width = 0.8 A, depths = [-20.0, -12.0] eV, cutoff = 150.0 eV
second well at [0.3, 0.4, 0.45] a, k = [0.1, 0.2, 0.3] 2pi/a
plane waves = 521, FFT grid = 20^3, 1 hartree = 27.211386 eV
general pair: a = 11.0234, b = 52.6555, <phi|H|psi> = 0.4002+0.6233i eV
  theta = -0.00961 rad, Emin = 11.01960, principal arctan E = 11.01960, 2x2 = 11.01027 eV
general pair: a = 52.6555, b = 11.0234, <phi|H|psi> = 0.4002-0.6233i eV
  theta = -1.56118 rad, Emin = 11.01960, principal arctan E = 52.65937, 2x2 = 11.01027 eV
band 2, first step:
  a = 10.52118 eV, b = 17.38380 eV, c = -10.50786 eV
  |zeta| = 13.01338 eV, g = 57.74856 eV^2, N = 5.49575 eV
  g/N = 10.50786 eV, R = 11.05391 eV, theta = 0.62758 rad
  Emin = 2.89857 eV, drop a-Emin = 7.62261 eV
band 2: n, lam-eps2 (eV), |zeta| (eV), theta (rad), gamma PR, gamma exact
   0 1.091e+01 1.301e+01 6.276e-01 0.0000 0.0000
   1 3.289e+00 2.967e+00 6.732e-01 0.0378 0.0090
   2 1.799e+00 2.766e+00 7.187e-01 0.8034 0.4851
   3 6.252e-01 2.511e+00 3.034e-01 0.2991 0.1701
   4 6.007e-02 1.037e+00 8.041e-02 0.0362 0.0360
   6 2.089e-04 6.398e-02 4.524e-03 0.0716 0.0717
   8 5.234e-07 3.685e-03 2.425e-04 0.0477 0.0477
  12 4.567e-12 1.113e-05 6.866e-07 0.0684 0.0684
stop at |zeta| < 2.72e-07 eV
band 1: CG -3.28117020 eV = -0.12058078 Ha, dense -3.28117020 eV, steps 19
band 2: CG -0.39076987 eV = -0.01436053 Ha, dense -0.39076987 eV, steps 15
band 3: CG 2.22937391 eV = 0.08192798 Ha, dense 2.22937391 eV, steps 17
band 4: CG 3.52254458 eV = 0.12945113 Ha, dense 3.52254458 eV, steps 27
eps5 = 3.79971 eV, eps_max = 147.261 eV
mixed derivative with t: eta alone -1.9316 eV, exact gamma 1.3e-07 eV
s = 1e-03: gamma exact 0.024352, PR-exact -1.301e-07, FR-exact -1.154e-06 (at -s 2.626e-06)
s = 5e-04: gamma exact 0.024352, PR-exact -3.253e-08, FR-exact -7.611e-07 (at -s 1.129e-06)
s = 2e-05: FR-exact -3.751e-08
s = 1e-05: FR-exact -1.883e-08
order in s: PR 1.999, FR at small s 0.994, FR odd part 1.000
FR-exact = A s + B s^2: A = -1.890e-03, B = 7.357e-01, |A/B| = 2.57e-03
|<v1|K zeta>|/|K zeta| = 2.636e-02; band 2 without projection ends at -3.281170 eV
|<w_j|v3>|^2 = 0.29698, 0.22835; eps3-eps_j = 5.51054, 2.62014 eV
delta 1e-02: lam-eps3 -2.2348e-04 (formula -2.2348e-04) eV
            full residual 3.2537e-02 (formula 3.2536e-02) eV
delta 1e-03: lam-eps3 -2.2348e-06 (formula -2.2348e-06) eV
            full residual 3.2536e-03 (formula 3.2536e-03) eV
band 1 condition number: bare 52.08, preconditioned 3.25
steps to |zeta| < 2.72e-05 eV
  band 1: SD 336, SD+K 22, CG 68, CG+K 15
  band 2 with K: PR 12, FR 25, exact gamma 11
```
